# Two-centre Dirac equation: midpoint multipoles, coupled radial channels and the shell monopole: a numerical check

```python
"""Two-centre Dirac electron expanded about the midpoint of the nuclei.

Result under test (atomic units, energy counted from the rest energy):
  V = sum_L V_L(r) P_L(cos theta),
  V_L = -(Z1 + (-1)^L Z2) r_<^L / r_>^(L+1),  r_<,r_> = min,max(r, R/2),
  c(-d/dr + k/r) Q_k + sum_k' W_kk' P_k'            = e P_k
  c( d/dr + k/r) P_k + sum_k' W_kk' Q_k' - 2c^2 Q_k = e Q_k
  W_kk' = sum_L <chi_k|P_L|chi_k'> V_L,
and V_0 is the potential energy in the field of a shell of radius R/2.
Z1 sits at z=+R/2, Z2 at z=-R/2; k is the Dirac quantum number kappa,
P and Q are the upper and lower radial functions, mu is the projection of j.
"""
from functools import lru_cache
from math import factorial, sqrt, pi
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, lpmv
from pyscf import gto
from pyscf.data.elements import ELEMENTS

C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10   # in angstrom


# ---------- angular part ----------
def orbital(kappa):
    return kappa if kappa > 0 else -kappa - 1


def spin_weights(kappa, mu):
    """Coefficients of spin up (m=mu-1/2) and spin down (m=mu+1/2)."""
    l = orbital(kappa)
    plus = sqrt((l + mu + 0.5) / (2 * l + 1))
    minus = sqrt((l - mu + 0.5) / (2 * l + 1))
    return (plus, minus) if kappa < 0 else (-minus, plus)


@lru_cache(maxsize=None)
def three_j(a, b, c, ma, mb, mc):
    """Wigner 3j symbol for integer arguments (Racah sum)."""
    if ma + mb + mc or c > a + b or c < abs(a - b):
        return 0.0
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    f = factorial
    total = 0.0
    for t in range(a + b + c + 1):
        args = (t, c - b + t + ma, c - a + t - mb,
                a + b - c - t, a - t - ma, b - t + mb)
        if min(args) >= 0:
            den = 1
            for n in args:
                den *= f(n)
            total += (-1) ** t / den
    tri = f(a + b - c) * f(a - b + c) * f(b + c - a) / f(a + b + c + 1)
    pro = (f(a + ma) * f(a - ma) * f(b + mb) * f(b - mb)
           * f(c + mc) * f(c - mc))
    return (-1) ** (a - b - mc) * sqrt(tri) * sqrt(pro) * total


@lru_cache(maxsize=None)
def angular(kappa, kappa2, L, twice_mu=1):
    """<chi_kappa,mu | P_L | chi_kappa2,mu> from two Gaunt integrals."""
    l, l2 = orbital(kappa), orbital(kappa2)
    if (l + l2 + L) % 2:
        return 0.0
    wa = spin_weights(kappa, twice_mu / 2)
    wb = spin_weights(kappa2, twice_mu / 2)
    value = 0.0
    for s, m in enumerate(((twice_mu - 1) // 2, (twice_mu + 1) // 2)):
        value += (wa[s] * wb[s] * (-1) ** m
                  * sqrt((2 * l + 1) * (2 * l2 + 1))
                  * three_j(l, L, l2, 0, 0, 0) * three_j(l, L, l2, -m, 0, m))
    return value


def harmonic(l, m, x, phi):
    """Spherical harmonic with x = cos(theta)."""
    if abs(m) > l:
        return 0.0 * x + 0j
    if m < 0:
        return (-1) ** m * np.conj(harmonic(l, -m, x, phi))
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, x) * np.exp(1j * m * phi)


def spinor(kappa, mu, x, phi):
    up, down = spin_weights(kappa, mu)
    l = orbital(kappa)
    return np.array([up * harmonic(l, round(mu - 0.5), x, phi),
                     down * harmonic(l, round(mu + 0.5), x, phi)])


# ---------- coupled radial equations in a spline basis ----------
def multipole(L, r, Z1, Z2, a):
    small, large = np.minimum(r, a), np.maximum(r, a)
    return -(Z1 + (-1) ** L * Z2) * (small / large) ** L / large


def radial_basis(a, r_max, degree=7, n_in=9, n_out=16):
    """Splines with reduced smoothness at r=a, where V_L has a kink."""
    inner = (a - np.geomspace(0.05 * a, a, n_in))[::-1]
    inner[0] = 0.0
    outer = a + np.geomspace(0.05 * a, r_max - a, n_out)
    edges = np.concatenate([inner, [a], outer])
    knots = np.concatenate([[0.0] * degree, inner, [a] * (degree - 2),
                            outer, [outer[-1]] * degree])
    x, w = np.polynomial.legendre.leggauss(14)
    half = np.diff(edges) / 2
    r = ((edges[1:] + edges[:-1])[:, None] / 2 + half[:, None] * x).ravel()
    weights = (half[:, None] * w).ravel()
    spl = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
    return r, weights, spl(r)[:, 1:-1], spl.derivative()(r)[:, 1:-1]


def coupled_channels(Z1, Z2, R, kappas):
    """Lowest bound energy (hartree) and the weight of each channel."""
    a = R / 2
    r, w, B, dB = radial_basis(a, a + 30.0 / (Z1 + Z2))
    n, nk = B.shape[1], len(kappas)
    half = n * nk
    H = np.zeros((2 * half, 2 * half))
    S = np.zeros_like(H)
    D = [dB + k * B / r[:, None] for k in kappas]
    top = 2 * max(orbital(k) for k in kappas)
    V = [multipole(L, r, Z1, Z2, a) for L in range(top + 1)]
    for i, k in enumerate(kappas):
        up = slice(i * n, (i + 1) * n)
        lo = slice(half + i * n, half + (i + 1) * n)
        T = 0.5 * D[i].T @ (w[:, None] * D[i])
        S[up, up] = B.T @ (w[:, None] * B)
        S[lo, lo] = T / (2 * C ** 2)
        H[up, lo] = H[lo, up] = T
        H[lo, lo] -= T
        for j, k2 in enumerate(kappas):
            W = np.zeros_like(r)
            for L in range(orbital(k) + orbital(k2) + 1):
                coef = angular(k, k2, L)
                if abs(coef) > 1e-13:
                    W += coef * V[L]
            up2 = slice(j * n, (j + 1) * n)
            lo2 = slice(half + j * n, half + (j + 1) * n)
            H[up, up2] += B.T @ ((w * W)[:, None] * B)
            H[lo, lo2] += D[i].T @ ((w * W)[:, None] * D[j]) / (4 * C ** 2)
    H, S = (H + H.T) / 2, (S + S.T) / 2
    # half of the states are negative-energy ones; take the next state
    e, v = eigh(H, S, subset_by_index=[half, half])
    part = v[:, 0] * (S @ v[:, 0])
    weights = part[:half].reshape(nk, n).sum(1)
    weights = weights + part[half:].reshape(nk, n).sum(1)
    assert -C ** 2 < e[0] < 0
    return e[0], weights


def even_channels(l_max):
    """Channels coupled to kappa=-1 when the charges are equal."""
    out = [-1]
    for l in range(2, l_max + 1, 2):
        out += [l, -l - 1]
    return out


# ---------- independent roads ----------
def shooting_energy(Z, a, guess):
    """Shell potential, kappa=-1, by integration of the radial equations."""
    r_far = a + 30.0 / Z

    def mismatch(e):
        def rhs(r, y):
            V = -Z / max(r, a)
            return [y[0] / r + (e + 2 * C ** 2 - V) * y[1] / C,
                    -y[1] / r + (V - e) * y[0] / C]
        r0 = 1e-3 * a
        opts = dict(method="DOP853", rtol=1e-10, atol=1e-14)
        out = solve_ivp(rhs, (r0, a), [1.0, (-Z / a - e) * r0 / (3 * C)],
                        **opts).y[:, -1]
        decay = sqrt(-e * (e + 2 * C ** 2)) / C
        back = solve_ivp(rhs, (r_far, a),
                         [1.0, -C * decay / (e + 2 * C ** 2)],
                         **opts).y[:, -1]
        return out[1] / out[0] - back[1] / back[0]
    return brentq(mismatch, 1.02 * guess, 0.98 * guess, rtol=1e-11)


def two_centre_gaussians(Z1, Z2, R):
    """Four-component energy with Gaussians on both nuclei (hartree)."""
    shells = [[0, [150 * 2.5 ** k, 1.0]] for k in range(17)]
    shells += [[1, [300 * 2.5 ** k, 1.0]] for k in range(9)]
    shells += [[2, [600 * 2.5 ** k, 1.0]] for k in range(5)]
    s1, s2 = ELEMENTS[Z1], ELEMENTS[Z2]
    mol = gto.M(atom=[[s1, (0, 0, R / 2)], [s2, (0, 0, -R / 2)]],
                unit="Bohr", basis={s1: shells, s2: shells},
                charge=Z1 + Z2 - 1, spin=1, verbose=0)
    val, vec = eigh(mol.intor("int1e_ovlp_spinor"))
    keep = val > 1e-8
    X = vec[:, keep] / np.sqrt(val[keep])

    def matrix(name):
        M = X.conj().T @ mol.intor(name) @ X
        return (M + M.conj().T) / 2
    T = 0.5 * matrix("int1e_spsp_spinor")
    V = matrix("int1e_nuc_spinor")
    W = matrix("int1e_spnucsp_spinor") / (4 * C ** 2)
    n = len(T)
    zero = np.zeros_like(T)
    H = np.block([[V, T], [T, W - T]])
    S = np.block([[np.eye(n), zero], [zero, T / (2 * C ** 2)]])
    return eigh(H, S, eigvals_only=True, subset_by_index=[n, n])[0]


# ---------- test: multipole series against the direct Coulomb sum ----------
def direct_potential(r, x, Z1, Z2, a):
    return (-Z1 / np.sqrt(r * r + a * a - 2 * r * a * x)
            - Z2 / np.sqrt(r * r + a * a + 2 * r * a * x))


series_error = 0.0
for r in (0.3, 0.7, 1.4, 3.0):
    for x in (-1.0, -0.35, 0.2, 0.9):
        series = sum(multipole(L, r, 50, 30, 1.0) * eval_legendre(L, x)
                     for L in range(121))
        series_error = max(series_error,
                           abs(series / direct_potential(r, x, 50, 30, 1) - 1))
assert series_error < 1e-10

# ---------- test: angular average obeys Gauss's law for a shell ----------
nodes, node_w = np.polynomial.legendre.leggauss(400)


def averaged(r):
    return 0.5 * node_w @ direct_potential(r, nodes, 50, 30, 1.0)


def enclosed_charge(r, h=1e-4):
    return r * r * (averaged(r + h) - averaged(r - h)) / (2 * h)


for r in (0.2, 0.5, 0.8, 1.25, 2.0, 4.0):
    assert abs(averaged(r) - multipole(0, r, 50, 30, 1.0)) < 1e-9
    assert abs(enclosed_charge(r) - (80 if r > 1 else 0)) < 1e-4

# ---------- test: angular coefficients and selection rules ----------
gx, gw = np.polynomial.legendre.leggauss(40)
angular_error = 0.0
for twice_mu in (1, 3):
    ks = [k for k in range(-4, 5) if k and 2 * abs(k) - 1 >= twice_mu]
    chi = {k: spinor(k, twice_mu / 2, gx, 0.0) for k in ks}
    for k in ks:
        for k2 in ks:
            for L in range(9):
                quad = 2 * pi * np.sum(gw * eval_legendre(L, gx)
                                       * np.sum(chi[k].conj() * chi[k2], 0))
                for sign in (1, -1):
                    diff = quad - angular(sign * k, sign * k2, L, twice_mu)
                    angular_error = max(angular_error, abs(diff))
                j, j2 = abs(k) - 0.5, abs(k2) - 0.5
                allowed = (abs(j - j2) <= L <= j + j2
                           and (orbital(k) + orbital(k2) + L) % 2 == 0)
                assert allowed or abs(quad) < 1e-12
assert angular_error < 1e-11

# ---------- test: radial form of sigma.p by Cartesian differences ----------
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def field(kappa, pos):
    r = np.linalg.norm(pos)
    return r * np.exp(-r) * spinor(kappa, 0.5, pos[2] / r,
                                   np.arctan2(pos[1], pos[0]))


point, step = np.array([0.5, -0.7, 0.6]), 2e-3
r = np.linalg.norm(point)
direction = point / r
sigma_r = np.einsum("i,ijk->jk", direction, PAULI)
kinetic_error = 0.0
for k in (-3, -2, -1, 1, 2, 3):
    left = np.zeros(2, complex)
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = step
        grad = (8 * (field(k, point + d) - field(k, point - d))
                - field(k, point + 2 * d) + field(k, point - 2 * d))
        left += -1j * PAULI[axis] @ grad / (12 * step)
    P, dP = r * r * np.exp(-r), (2 * r - r * r) * np.exp(-r)
    angle = (direction[2], np.arctan2(point[1], point[0]))
    right = 1j * (dP + k * P / r) / r * spinor(-k, 0.5, *angle)
    kinetic_error = max(kinetic_error, np.abs(left - right).max())
    flip = sigma_r @ spinor(k, 0.5, *angle) + spinor(-k, 0.5, *angle)
    assert np.abs(flip).max() < 1e-12
assert kinetic_error < 1e-8

# ---------- worked example ----------
Z = 40
R_ANG = 0.01
R = R_ANG / BOHR
ladder = []
for l_max in (0, 2, 4, 6, 8, 10):
    channels = even_channels(l_max)
    energy, weights = coupled_channels(Z, Z, R, channels)
    ladder.append((l_max, len(channels), energy))
energies = [row[2] for row in ladder]
assert all(b < a for a, b in zip(energies, energies[1:]))
assert abs(weights.sum() - 1) < 1e-8
shot = shooting_energy(2 * Z, R / 2, energies[0])
assert abs(shot / energies[0] - 1) < 1e-6
reference = two_centre_gaussians(Z, Z, R)
# both bases are finite; the nuclear cusps limit the midpoint expansion
assert abs(energies[-1] / reference - 1) < 1e-3
assert abs(energies[-1] - reference) < 0.05 * abs(energies[0] - reference)

scan = []
for r_ang in (0.002, 0.005, R_ANG, 0.02):
    if r_ang == R_ANG:
        mono, full, ref = energies[0], energies[-1], reference
    else:
        sep = r_ang / BOHR
        mono = coupled_channels(Z, Z, sep, [-1])[0]
        full = coupled_channels(Z, Z, sep, even_channels(10))[0]
        ref = two_centre_gaussians(Z, Z, sep)
    assert abs(full / ref - 1) < 1e-3
    scan.append((r_ang, mono, full, ref, 100 * (1 - mono / ref)))
assert all(a[4] < b[4] for a, b in zip(scan, scan[1:]))

# unequal charges: both parities couple, so all kappa up to a limit enter
uneq_mono = coupled_channels(50, 30, R, [-1])[0]
uneq_ref = two_centre_gaussians(50, 30, R)
uneq = []
for k_max in (4, 8, 12):
    kappas = [s * k for k in range(1, k_max + 1) for s in (-1, 1)]
    uneq.append((k_max, coupled_channels(50, 30, R, kappas)[0]))
gaps = [abs(energy - uneq_ref) for _, energy in uneq]
report = (f"monopole {uneq_mono:.4f}, Gaussian {uneq_ref:.4f}, "
          f"coupled {[round(float(e), 4) for _, e in uneq]} hartree")
assert gaps[0] > gaps[1] > gaps[2], report
assert gaps[2] < 1e-3 * abs(uneq_ref), report
assert gaps[2] < 0.05 * abs(uneq_mono - uneq_ref), report
assert abs(uneq_mono / energies[0] - 1) < 1e-10

# ---------- printed numbers ----------
print(f"largest relative error of multipole series: {series_error:.1e}")
print(f"largest error of angular coefficients: {angular_error:.1e}")
print(f"largest error of radial sigma.p form: {kinetic_error:.1e}")
print("enclosed charge of averaged field, Z1=50, Z2=30 (units of e):")
print(f"  r = 0.80 R/2: {abs(enclosed_charge(0.8)):.4f}")
print(f"  r = 1.25 R/2: {enclosed_charge(1.25):.4f}")
print("quadrupole coefficients, mu=1/2:")
print(f"  kappa -1 with  2: {angular(-1, 2, 2):.6f}")
print(f"  kappa -1 with -3: {angular(-1, -3, 2):.6f}")
print(f"main example: Z1 = Z2 = {Z}, R = {R_ANG} angstrom")
print(f"shell radius R/2: {R_ANG / 2:.4f} angstrom")
print(f"potential energy inside shell: {-2 * Z / (R / 2) * EV:.0f} eV")
print(f"monopole energy, splines:  {energies[0] * EV:.2f} eV")
print(f"monopole energy, shooting: {shot * EV:.2f} eV")
print("l_max, number of channels, energy (eV):")
for l_max, count, energy in ladder:
    print(f"  {l_max:2d}  {count:2d}  {energy * EV:.1f}")
print(f"two-centre Gaussian energy: {reference * EV:.1f} eV")
print(f"coupled energy, l_max=10: {energies[-1]:.3f} hartree")
print(f"coupled minus Gaussian: {(energies[-1] - reference) * EV:.1f} eV")
print(f"monopole minus Gaussian: {(energies[0] - reference) * EV:.1f} eV")
print("channel weights at l_max=10 (percent):")
for k, weight in list(zip(channels, weights))[:5]:
    print(f"  kappa {k:2d}: {100 * weight:.4f}")
print("R (angstrom), monopole, coupled l_max=10, Gaussian (eV),")
print("  monopole shortfall in binding (percent of Gaussian):")
for r_ang, mono, full, ref, short in scan:
    print(f"  {r_ang:.3f} {mono * EV:.1f} {full * EV:.1f} "
          f"{ref * EV:.1f} {short:.3f}")
print(f"unequal charges 50 and 30, R = {R_ANG} angstrom:")
print(f"  monopole energy: {uneq_mono * EV:.1f} eV")
for k_max, energy in uneq:
    print(f"  all |kappa| up to {k_max:2d}: {energy * EV:.1f} eV")
print(f"  two-centre Gaussians: {uneq_ref * EV:.1f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
largest relative error of multipole series: 6.7e-16
largest error of angular coefficients: 1.3e-14
largest error of radial sigma.p form: 2.9e-11
enclosed charge of averaged field, Z1=50, Z2=30 (units of e):
  r = 0.80 R/2: 0.0000
  r = 1.25 R/2: 80.0000
quadrupole coefficients, mu=1/2:
  kappa -1 with  2: -0.282843
  kappa -1 with -3: 0.346410
main example: Z1 = Z2 = 40, R = 0.01 angstrom
shell radius R/2: 0.0050 angstrom
potential energy inside shell: -230394 eV
monopole energy, splines:  -68709.69 eV
monopole energy, shooting: -68709.69 eV
l_max, number of channels, energy (eV):
   0   1  -68709.7
   2   3  -70222.6
   4   5  -70431.3
   6   7  -70491.0
   8   9  -70515.5
  10  11  -70527.8
two-centre Gaussian energy: -70551.9 eV
coupled energy, l_max=10: -2591.849 hartree
coupled minus Gaussian: 24.1 eV
monopole minus Gaussian: 1842.2 eV
channel weights at l_max=10 (percent):
  kappa -1: 99.3758
  kappa  2: 0.2089
  kappa -3: 0.3806
  kappa  4: 0.0108
  kappa -5: 0.0167
R (angstrom), monopole, coupled l_max=10, Gaussian (eV),
  monopole shortfall in binding (percent of Gaussian):
  0.002 -91490.8 -91722.6 -91725.8 0.256
  0.005 -81971.4 -82810.1 -82821.4 1.026
  0.010 -68709.7 -70527.8 -70551.9 2.611
  0.020 -51636.1 -54878.9 -54930.5 5.997
unequal charges 50 and 30, R = 0.01 angstrom:
  monopole energy: -68709.7 eV
  all |kappa| up to  4: -71678.3 eV
  all |kappa| up to  8: -71972.7 eV
  all |kappa| up to 12: -72021.0 eV
  two-centre Gaussians: -72058.1 eV
ALL CHECKS PASSED
```
